# The average sign as a ratio of partition functions, derived twice: a program that tests the result

```python
"""
Result under test: if Z = sum_c W(c) and Zref = sum_c |W(c)|, the average sign
under sampling from |W| is Z/Zref = exp(-beta*N*df), df = f - f_ref, and a
relative error eps needs (sign**-2 - 1)/eps**2 independent samples, which
grows as exp(2*beta*N*df).
Configurations c: closed index paths of the expansion of Tr exp(-beta*H).
H: open spin-1/2 zigzag strip, exchange J = 1 on first and second neighbours.
H_ref: same diagonal as H, off-diagonal elements replaced by -|H_ij|.
Energies are in J, beta in 1/J, N is the number of spins.
"""
import numpy as np
from scipy.special import logsumexp, gammaln


def zigzag_bonds(sites):
    return [(i, i + d) for d in (1, 2) for i in range(sites - d)]


def hamiltonian(states, bonds, exchange=0.5):
    """Heisenberg matrix; exchange=+0.5 gives H, -0.5 gives H_ref."""
    dim = len(states)
    matrix = np.zeros((dim, dim))
    rows = np.arange(dim)
    for i, j in bonds:
        anti = ((states >> i) & 1) != ((states >> j) & 1)
        matrix[rows, rows] += np.where(anti, -0.25, 0.25)
        flipped = states[anti] ^ ((1 << i) | (1 << j))
        matrix[rows[anti], np.searchsorted(states, flipped)] += exchange
    return matrix


def spectrum(sites, exchange):
    """All eigenvalues, found separately for each number of up spins."""
    every = np.arange(2**sites)
    ups = sum((every >> i) & 1 for i in range(sites))
    levels = [np.linalg.eigvalsh(hamiltonian(every[ups == u],
              zigzag_bonds(sites), exchange)) for u in range(sites + 1)]
    return np.concatenate(levels)


def log_z(levels, beta):
    return logsumexp(-beta * levels)


def enumerate_paths(matrix, beta, max_order):
    """Explicit sums of W and |W| over closed paths, one entry per path."""
    start = np.arange(len(matrix))
    state = start.copy()
    weight = np.ones(len(matrix), dtype=matrix.dtype)
    total, total_abs = 0.0, 0.0
    for order in range(max_order + 1):
        closed = weight[state == start]
        total += closed.sum()
        total_abs += np.abs(closed).sum()
        if order < max_order:
            longer = weight[:, None] * matrix[state] * beta / (order + 1)
            rows, cols = np.nonzero(longer)
            start, state, weight = start[rows], cols, longer[rows, cols]
    return total, total_abs


def sample_paths(signed, beta, count, rng, max_order=60):
    """Independent closed paths drawn from |W|; returns start states, signs."""
    size = np.abs(signed)
    dim = len(size)
    powers = np.empty((max_order + 1, dim, dim))
    powers[0] = np.eye(dim)
    for k in range(max_order):
        powers[k + 1] = powers[k] @ size
    k = np.arange(max_order + 1)
    traces = np.trace(powers, axis1=1, axis2=2)
    prob = np.exp(k * np.log(beta) - gammaln(k + 1) + np.log(traces))
    prob /= prob.sum()
    assert prob[-1] < 1e-8
    orders = rng.choice(max_order + 1, size=count, p=prob)
    start = np.empty(count, dtype=int)
    for n in np.unique(orders):
        chosen = np.flatnonzero(orders == n)
        diag = np.diag(powers[n])
        start[chosen] = rng.choice(dim, size=len(chosen), p=diag / diag.sum())
    width = int((size > 0).sum(axis=1).max())
    neighbours = np.argsort(-size, axis=1)[:, :width]
    state, sign = start.copy(), np.ones(count)
    for step in range(orders.max()):
        active = np.flatnonzero(orders > step)
        here = state[active]
        left = orders[active] - step - 1
        options = neighbours[here]
        weight = (size[here[:, None], options]
                  * powers[left[:, None], start[active][:, None], options])
        cumulative = np.cumsum(weight, axis=1)
        draw = rng.random((len(active), 1)) * cumulative[:, -1:]
        pick = np.minimum((draw >= cumulative).sum(axis=1), width - 1)
        new = options[np.arange(len(active)), pick]
        sign[active] *= np.sign(signed[here, new])
        state[active] = new
    assert np.array_equal(state, start)
    return start, sign


def samples_needed(sign, eps):
    return (sign**-2 - 1) / eps**2


# Spin triangle: explicit path sum against traces from diagonalization
triangle = [(0, 1), (1, 2), (0, 2)]
states3 = np.arange(8)
h3 = hamiltonian(states3, triangle)
h3_ref = hamiltonian(states3, triangle, -0.5)
path_sum, path_abs = enumerate_paths(0.75 * np.eye(8) - h3, 1.0, 12)
sign3_paths = path_sum / path_abs
sign3_trace = np.exp(log_z(np.linalg.eigvalsh(h3), 1.0)
                     - log_z(np.linalg.eigvalsh(h3_ref), 1.0))
assert abs(sign3_paths - sign3_trace) < 1e-6
print(f"triangle, beta=1/J: sign from path sum       {sign3_paths:.6f}")
print(f"triangle, beta=1/J: sign from Z/Zref         {sign3_trace:.6f}")

# Complex weights: one particle on a triangle, hopping phase 0.3 rad per bond
hop_phase, beta_flux = 0.3, 2.0
ring = np.roll(np.eye(3), 1, axis=1)
h_flux = 0.5 * (np.exp(1j * hop_phase) * ring
                + np.exp(-1j * hop_phase) * ring.T)
flux_sum, flux_abs = enumerate_paths(-h_flux, beta_flux, 15)
phase_paths = flux_sum / flux_abs
phase_trace = np.exp(log_z(np.linalg.eigvalsh(h_flux), beta_flux)
                     - log_z(np.linalg.eigvalsh(-np.abs(h_flux)), beta_flux))
assert abs(phase_paths - phase_trace) < 1e-6
print(f"flux triangle: hopping amplitude 0.5 J, phase {hop_phase} rad,"
      f" beta={beta_flux}/J")
print(f"flux triangle: average phase from path sum   {phase_paths.real:.6f}")
print(f"flux triangle: average phase from Z/Zref     {phase_trace:.6f}")

# Size dependence from exact spectra
beta, eps = 2.0, 0.01
sizes = [4, 6, 8, 10, 12]
levels = {n: spectrum(n, 0.5) for n in sizes}
levels_ref = {n: spectrum(n, -0.5) for n in sizes}


def log_sign(n, b):
    return log_z(levels[n], b) - log_z(levels_ref[n], b)


print(f"zigzag strip, beta={beta}/J, target relative error {eps}")
print("  N   f (J)      f_ref (J)  df (J)    sign      samples")
for n in sizes:
    f = -log_z(levels[n], beta) / (beta * n)
    f_ref = -log_z(levels_ref[n], beta) / (beta * n)
    s = np.exp(log_sign(n, beta))
    assert f > f_ref
    print(f" {n:2d}  {f:.6f}  {f_ref:.6f}  {f - f_ref:.6f}  {s:.6f}"
          f"  {samples_needed(s, eps):.3e}")
drop_low = log_sign(8, beta) - log_sign(10, beta)
drop_high = log_sign(10, beta) - log_sign(12, beta)
# Finite strips: the ends still influence each other slightly
assert drop_high > 0 and abs(drop_low / drop_high - 1) < 0.05
df_bulk = drop_high / (2 * beta)
print(f"fall of ln(sign), N=8 to 10:  {drop_low:.6f}")
print(f"fall of ln(sign), N=10 to 12: {drop_high:.6f}")
print(f"bulk df from last increment (J): {df_bulk:.6f}")
print(f"asymptotic cost factor per added spin: {np.exp(2*beta*df_bulk):.4f}")
sign40 = np.exp(log_sign(12, beta) - 28 * beta * df_bulk)
print(f"extrapolated to N=40: sign {sign40:.3e},"
      f" samples {samples_needed(sign40, eps):.3e}")

# Temperature dependence and its two limits
print("N=12:  beta (1/J)   df (J)    sign        samples")
for b in (0.5, 1.0, 2.0, 4.0, 8.0):
    s = np.exp(log_sign(12, b))
    print(f"       {b:4.1f}         {-log_sign(12, b)/(12*b):.6f}"
          f"  {s:.4e}  {samples_needed(s, eps):.3e}")
beta_hot = 0.02
hot_exact = log_sign(8, beta_hot)
hot_law = -(8 - 2) * beta_hot**3 / 16
# The law is the leading term; corrections are of relative order beta*J
assert abs(hot_exact / hot_law - 1) < 0.05
print(f"N=8, beta={beta_hot}/J: ln(sign) exact {hot_exact:.5e},"
      f" triangle law {hot_law:.5e}")
gap_energy = (levels[8].min() - levels_ref[8].min()) / 8
df_cold = -log_sign(8, 200.0) / (8 * 200.0)
assert gap_energy > 0 and abs(df_cold - gap_energy) < 1e-3
print(f"N=8, beta=200/J: df (J) {df_cold:.6f},"
      f" (E0-E0ref)/N (J) {gap_energy:.6f}")

# Direct sampling of paths: measured scatter against the predicted error
rng = np.random.default_rng(12345)
batches, per_batch = 200, 1000
print(f"sampling at beta={beta}/J: {batches} batches of {per_batch} paths")
print("  N   sign sampled  sign exact  rel.error seen  rel.error predicted")
for n in (4, 6, 8):
    bonds = zigzag_bonds(n)
    h = hamiltonian(np.arange(2**n), bonds)
    shifted = len(bonds) / 4 * np.eye(2**n) - h
    start, sign = sample_paths(shifted, beta, batches * per_batch, rng)
    exact = np.exp(log_sign(n, beta))
    means = sign.reshape(batches, per_batch).mean(axis=1)
    seen = np.sqrt(np.mean((means - exact)**2)) / exact
    predicted = np.sqrt(samples_needed(exact, 1.0) / per_batch)
    # 200 batches fix the scatter to about 5 percent (one standard error)
    assert abs(seen / predicted - 1) < 0.20
    assert abs(means.mean() / exact - 1) < 5 * predicted / np.sqrt(batches)
    print(f" {n:2d}   {means.mean():.5f}       {exact:.5f}     {seen:.5f}"
          f"         {predicted:.5f}")

# Energy of the N=8 strip from the diagonal part, using the last sample set
diag_energy = 3 * np.diag(h)
boltzmann = np.exp(-beta * levels[8] - log_z(levels[8], beta))
energy = np.sum(boltzmann * levels[8])
h_ref = hamiltonian(np.arange(2**8), zigzag_bonds(8), -0.5)
e_ref, v_ref = np.linalg.eigh(h_ref)
prob_ref = (v_ref**2) @ np.exp(-beta * e_ref - log_z(e_ref, beta))
unsigned = np.sum(prob_ref * diag_energy)
spread = np.sqrt(np.sum(prob_ref * (diag_energy - energy)**2))
a = diag_energy[start].reshape(batches, per_batch)
s = sign.reshape(batches, per_batch)
ratios = (s * a).sum(axis=1) / s.sum(axis=1)
pooled = (s * a).sum() / s.sum()
error_seen = np.sqrt(np.mean((ratios - energy)**2))
error_predicted = spread / (exact * np.sqrt(per_batch))
# Linearized ratio: finite batches add a few percent to the 5 percent noise
assert abs(error_seen / error_predicted - 1) < 0.25
assert abs(pooled - energy) < 5 * error_predicted / np.sqrt(batches)
assert abs(a.mean() - unsigned) < 5 * spread / np.sqrt(a.size)
assert abs(unsigned - energy) > 10 * error_predicted / np.sqrt(batches)
print(f"N=8 energy (J): exact {energy:.5f}, sampled with sign {pooled:.5f}")
print(f"N=8 same estimator, sign ignored (J): exact {unsigned:.5f},"
      f" sampled {a.mean():.5f}")
print(f"N=8 spread of estimator about exact energy (J): {spread:.5f}")
print(f"N=8 energy error per batch (J): seen {error_seen:.5f},"
      f" predicted {error_predicted:.5f}")
print("all assertions hold")
```

Printed output:

```
triangle, beta=1/J: sign from path sum       0.938124
triangle, beta=1/J: sign from Z/Zref         0.938123
flux triangle: hopping amplitude 0.5 J, phase 0.3 rad, beta=2.0/J
flux triangle: average phase from path sum   0.743788
flux triangle: average phase from Z/Zref     0.743788
zigzag strip, beta=2.0/J, target relative error 0.01
  N   f (J)      f_ref (J)  df (J)    sign      samples
  4  -0.525058  -0.598500  0.073442  0.555693  2.238e+04
  6  -0.547004  -0.637375  0.090370  0.338089  7.749e+04
  8  -0.558755  -0.657965  0.099210  0.204464  2.292e+05
 10  -0.565913  -0.670254  0.104340  0.124083  6.395e+05
 12  -0.570710  -0.678459  0.107748  0.075324  1.753e+06
fall of ln(sign), N=8 to 10:  0.499444
fall of ln(sign), N=10 to 12: 0.499149
bulk df from last increment (J): 0.124787
asymptotic cost factor per added spin: 1.6473
extrapolated to N=40: sign 6.951e-05, samples 2.070e+12
N=12:  beta (1/J)   df (J)    sign        samples
        0.5         0.013382  9.2285e-01  1.742e+03
        1.0         0.046246  5.7410e-01  2.034e+04
        2.0         0.107748  7.5324e-02  1.753e+06
        4.0         0.150212  7.3901e-04  1.831e+10
        8.0         0.157262  2.7758e-07  1.298e+17
N=8, beta=0.02/J: ln(sign) exact -3.01459e-06, triangle law -3.00000e-06
N=8, beta=200/J: df (J) 0.142053, (E0-E0ref)/N (J) 0.142053
sampling at beta=2.0/J: 200 batches of 1000 paths
  N   sign sampled  sign exact  rel.error seen  rel.error predicted
  4   0.55478       0.55569     0.04732         0.04731
  6   0.34002       0.33809     0.08679         0.08803
  8   0.20418       0.20446     0.15673         0.15139
N=8 energy (J): exact -2.71057, sampled with sign -2.73869
N=8 same estimator, sign ignored (J): exact -2.45022, sampled -2.45580
N=8 spread of estimator about exact energy (J): 1.56707
N=8 energy error per batch (J): seen 0.25782, predicted 0.24237
all assertions hold
```
